The Wiedemann-Franz ratio for elastic scattering from the energy-resolved conductivity

**Result**

Let κ be the electronic heat conductivity of a metal at zero electric current, σ its electrical conductivity and T its temperature. If the electrons scatter elastically, and if the conductivity Σ(E) contributed by electrons of energy E varies little over a few k_BT around the chemical potential μ, then

κ/(σT) = L0 = (π²/3)(k_B/e)² = 2.443×10⁻⁸ V²/K².

With t = k_BT, and with Σ and its derivatives taken at μ, the ratio L = κ/(σT) including its first correction is

L/L0 = 1 + π²t² [ (8/15) Σ''/Σ − (1/3)(Σ'/Σ)² ] + O(t⁴).

The assumptions are linear response, local equilibrium, no magnetic field and no heat carried by the lattice. All gradients and currents lie along x, a symmetry axis of the crystal, so that x is a principal axis of the conductivity contributed by every energy. The electron charge is −e with e > 0. Numbers are in Hartree atomic units, with SI values for the main results.

**1. Simple case: free electrons with one relaxation time**

Let Φ be the electrostatic potential and μ̄ = μ − eΦ the electrochemical potential. The effective field is F = (1/e) dμ̄/dx, which reduces to the electric field −dΦ/dx when μ is uniform. Local equilibrium is described by

f0 = 1/(exp[(ε − μ)/k_BT] + 1),

where μ and T may depend on x. I write f' for df0/dε, so that −f' is positive. At fixed wavevector k,

∂f0/∂x = (−f') [ dμ/dx + (ε − μ)(1/T) dT/dx ].

The force on an electron is +e dΦ/dx. It changes f0 at the rate e (dΦ/dx) v f' = −e (dΦ/dx) v (−f'), where v is the x component of the velocity. Adding v ∂f0/∂x gives the total drift term

v (−f') [ dμ̄/dx + (ε − μ)(1/T) dT/dx ] = −v (−f') A(ε),

A(ε) = −dμ̄/dx − (ε − μ)(1/T) dT/dx.

In the steady state the drift term equals the collision term −δf/τ, so

δf = τ v (−f') A(ε).

An electric field pushes all energies the same way. A temperature gradient pushes electrons above μ and below μ in opposite directions.

The particle current is j_N = (2/V) Σ_k v δf, with 2 for spin and V the volume. The heat current j_Q has an extra factor (ε − μ), since heat is energy minus μ times particle number. Sorting the states by energy with 1 = ∫ dE δ(E − ε) gives

j_N = (1/e²) ∫ dE Σ(E) (−f') A(E),

j_Q = (1/e²) ∫ dE Σ(E) (−f') (E − μ) A(E),

Σ(E) = (2e²/V) Σ_k v² τ δ(E − ε_k).

For free electrons in atomic units the speed is k, and the angular average of v² is k²/3. With k_E = √(2E) and δ(E − k²/2) = δ(k − k_E)/k_E,

Σ(E) = [2τ/(8π³)] ∫ 4πk² (k²/3) δ(E − k²/2) dk = τ k_E³/(3π²).

As a check, the number of electrons per volume inside a sphere of radius k_E is 2(4π/3)k_E³/(8π³) = k_E³/(3π²). Thus Σ = nτ, the Drude conductivity in these units.

**2. General elastic scattering**

The relaxation time can now be dropped. Let W_kk' be the scattering rate between k and k', symmetric and nonzero only for ε_k = ε_k'. The net loss from k is

Σ_k' W_kk' [ f_k(1 − f_k') − f_k'(1 − f_k) ] = Σ_k' W_kk' (f_k − f_k').

The products f_k f_k' cancel, so Pauli blocking leaves no trace. The function f0 drops out because it is equal at equal energies. The Boltzmann equation becomes

Σ_k' W_kk' (δf_k − δf_k') = v_k (−f') A(ε_k).

The factor (−f')A depends on energy alone and therefore has the same value at k and at every k' that k can reach. Setting δf_k = χ_k (−f') A(ε_k) and dividing by this factor leaves

Σ_k' W_kk' (χ_k − χ_k') = v_k.

The kind of drive does not enter this equation, and temperature enters only if the rates W_kk' themselves depend on it. The expressions for j_N and j_Q keep their form, with

Σ(E) = (2e²/V) Σ_k v_k χ_k δ(E − ε_k).

Summed over an energy shell, the left side of the equation for χ vanishes by symmetry of W. The velocities must therefore sum to zero on the shell, as they do when ε(−k) = ε(k). I take each shell to be connected by scattering. Then χ is fixed up to a constant, which adds nothing to Σ because the velocities sum to zero. Moreover, on a shell,

Σ_k v_k χ_k = Σ_kk' W_kk' χ_k(χ_k − χ_k') = ½ Σ_kk' W_kk' (χ_k − χ_k')² ≥ 0,

where the second step averages the sum with its copy under exchange of k and k'. So Σ(E) cannot be negative.

Limit: if W_kk' has one value for all pairs on a shell, an odd χ gives Σ_k' W_kk' χ_k' = 0. Then χ_k = τv_k with 1/τ = Σ_k' W_kk', and section 1 is recovered.

**3. From currents to the ratio**

Define

K_n = ∫ dE Σ(E) (E − μ)ⁿ (−f').

Inserting A(E) gives

j_N = (1/e²) [ −K0 dμ̄/dx − K1 (1/T) dT/dx ],

j_Q = (1/e²) [ −K1 dμ̄/dx − K2 (1/T) dT/dx ].

The charge current density is J = −e j_N. At uniform temperature J = K0 (1/e) dμ̄/dx = K0 F, so σ = K0.

Heat conduction is defined at J = 0. The first equation then requires dμ̄/dx = −(K1/K0)(1/T) dT/dx. Since the Seebeck coefficient S is defined by F = S dT/dx at zero current,

S = −K1/(eT K0).

Putting the same dμ̄/dx into the heat current gives

j_Q = −(1/(e²T)) [ K2 − K1²/K0 ] dT/dx,  hence  κ = (K2 − K1²/K0)/(e²T).

Division by σT yields

L = (1/(eT)²) [ K2/K0 − (K1/K0)² ].

The bracket is the variance of the energy under the normalized weight Σ(E)(−f')/K0. The Lorenz ratio thus measures how widely the energies of the conducting electrons are spread.

Limit: if conduction took place at a single energy, the variance and κ would vanish while σ stayed finite. Zero particle current would then also mean zero heat current.

The variance formula was tested against a direct solution of the Boltzmann equation for 610 states in 10 directions, with random anisotropic elastic rates whose strength and pattern both change over several k_BT. Both routes give L/L0 = 1.0450. The departure from 1 is real: the scattering is elastic, but Σ varies inside the thermal window.

**4. The number π²/3**

Let z = (E − μ)/k_BT and u = 1/(e^z + 1). Then e^z = (1 − u)/u, and the thermal weight in z is −du/dz. All its moments follow from one integral,

M(s) = ∫ e^{sz} (−du/dz) dz = ∫₀¹ u^{−s} (1 − u)^s du,  |s| < 1.

The limits follow because u falls from 1 to 0 as z rises from −∞ to ∞. The right side is a beta function, so

M(s) = Γ(1 − s)Γ(1 + s)/Γ(2) = s Γ(s)Γ(1 − s) = πs/sin(πs).

The last step is the reflection formula of the gamma function. With y = πs, sin(y)/y = 1 − y²/6 + y⁴/120 − …, and the inverse series is

y/sin(y) = 1 + y²/6 + (1/36 − 1/120) y⁴ + … = 1 + y²/6 + 7y⁴/360 + ….

The coefficient of sⁿ in M(s) is the n-th moment divided by n!. Therefore

⟨1⟩ = 1,  ⟨z²⟩ = 2π²/6 = π²/3,  ⟨z⁴⟩ = 24·7π⁴/360 = 7π⁴/15,

and the odd moments vanish. Quadrature gives 3.28987 and 45.4576 for the second and fourth moments, in agreement.

Limit: for constant Σ, K0 = Σ, K1 = 0 and K2 = Σ(k_BT)²π²/3. Then L = L0 at any temperature for which the band edges lie far outside the thermal window. The value π²/3 is the variance of the thermal weight itself. The size of Σ, and with it the strength of the scattering, has cancelled.

**5. Smooth energy dependence**

Write a = Σ'/Σ and b = Σ''/Σ at μ, and expand

Σ(μ + tz) = Σ [ 1 + a t z + ½ b t² z² + … ].

The odd moments vanish, so

K0 = Σ [ 1 + (π²/6) b t² + O(t⁴) ],

K1 = Σ t² [ (π²/3) a + O(t²) ],

K2 = Σ t² [ π²/3 + (7π⁴/30) b t² + O(t⁴) ] = Σ t² (π²/3) [ 1 + (7π²/10) b t² + O(t⁴) ].

The third-derivative term of Σ enters K1 at order t⁴, and the fourth-derivative term enters K0 at order t⁴, both beyond what is needed. The two parts of the variance are

K2/(K0 t²) = (π²/3) [ 1 + (7/10 − 1/6) π² b t² + … ] = (π²/3) [ 1 + (8/15) π² b t² + … ],

(K1/K0)²/t² = (π⁴/9) a² t² + … = (π²/3) (π²/3) a² t² + ….

Their difference, divided by π²/3, is the correction stated at the start. A positive curvature b favours the outer parts of the thermal window and widens the energy spread. A slope a moves the mean energy away from μ, and this shift is subtracted in the variance.

For Σ(E) = E^{3/2}[1 + 0.4 sin(2E)] at μ = 1, the derivatives predict a coefficient of t² equal to −10.712. Quadrature of the K_n gives the same value.

For a power law Σ ∝ E^p, a = p/μ and b = p(p − 1)/μ², so

L/L0 − 1 = π² (t/μ)² [ 8p(p − 1)/15 − p²/3 ] + ….

The bracket is −1/3 for p = 1, 2/5 − 3/4 = −7/20 for p = 3/2, and 16/5 − 3 = +1/5 for p = 3. For positive p it changes sign where 8(p − 1) = 5p, at p = 8/3.

**6. Two ways to lose the law**

*Elastic scattering, but a sharp Σ.* Let Σ be zero below μ and constant above it. In units of that constant, the zeroth moment is 1/2 and the second is half of π²/3. The first follows by parts:

∫₀^∞ z (−du/dz) dz = ∫₀^∞ dz/(e^z + 1) = [ −ln(1 + e^{−z}) ]₀^∞ = ln 2.

The mean of z is 2 ln 2 and the mean of z² is π²/3, so

L = (k_B/e)² [ π²/3 − (2 ln 2)² ],  L/L0 = 0.416.

As long as μ sits at the step, cooling does not restore L0, because a step has no energy scale that k_BT could fall below.

*Smooth Σ, but inelastic scattering.* Let the velocity depend on direction alone, and let the density of states and the elastic rates be the same at all energies, so that Σ is constant. Add processes that change the energy but keep the direction. Write δf_k = (−f')ψ_k, which to first order is a shift of μ by ψ_k for the state k. In equilibrium the forward and reverse flows between two states are equal, with common value R_kk'. The shifts change their ratio to exp[(ψ_k − ψ_k')/k_BT], so the net flow is

R_kk' (ψ_k − ψ_k')/k_BT

to first order. Under an electric field alone, the elastic solution has ψ_k = χ_k A with A constant, which here depends on direction alone. The added processes connect states of equal ψ and have no effect, so σ is unchanged. Under a temperature gradient ψ is proportional to (E − μ), and the same processes do act.

They cannot raise κ. For a drive d and a symmetric, non-negative collision operator C, the response (d, C⁻¹d) is the maximum over ψ of 2(d, ψ) − (ψ, Cψ), and the added processes make (ψ, Cψ) larger or leave it as it was. This bounds K2. The cross term K1 stays zero, because it can be found from the unchanged response to the electric field.

In the numerical model the energies are spaced by 0.8 k_BT, the equilibrium flow between two energies is proportional to √(f'f') of the two states times exp[−(ΔE)²/2(k_BT)²], so that jumps are of order k_BT, and the inelastic out-scattering rate at μ is 3.4 times the elastic one. The conductivity keeps its elastic value to six decimals, while L/L0 falls to 0.58. Without the inelastic part the same model gives L/L0 = 1.000000. The value 0.58 belongs to this jump size and this spacing; the ratio of rates alone does not fix it.

**7. Numbers for a model metal**

Take free electrons with μ = 0.25 hartree, a constant relaxation time τ = 400 atomic units and T = 400 K. Then k_BT = 1.2667×10⁻³ hartree and k_BT/μ = 0.005067. With k_E = √0.5 = 0.7071,

Σ(μ) = 400 × 0.7071³/(3π²) = 4.776 atomic units.

Thermal averaging raises this by about 3 parts in 10⁵, so σ is also 4.776 atomic units, or 2.20×10⁷ S/m. The heat conductivity from K0, K1 and K2 is 215 W/(m K), and the Sommerfeld value gives the same at this precision:

κ ≈ L0 σ T = 2.443×10⁻⁸ × 2.197×10⁷ × 400 = 215 W/(m K).

Since Σ ∝ E^{3/2}, the correction to the ratio is

L/L0 − 1 ≈ −0.35 π² × 0.005067² = −8.87×10⁻⁵,

and quadrature gives the same to three figures. For p = 1 and p = 3 it gives −8.4×10⁻⁵ and +5.1×10⁻⁵. The choice among these three laws therefore changes L by less than 2 parts in 10⁴ of L0. The smallness comes from (k_BT/μ)², and a Σ with structure on the scale of k_BT need not share it. It also rests on elastic scattering. In a real metal whose τ at this temperature is set by phonons, an event exchanges an energy up to k_B times the Debye temperature, and when T is near that temperature the resulting drop in L is far larger than this correction.

To leading order K1/K0 = (π²/3) a t², so S = −(k_B/e)(π²/3) a t with a = 3/(2μ). The value of L0 gives k_B/e = √(2.443×10⁻⁸/3.2899) V/K = 86.17 µV/K, and

S ≈ −86.17 × 3.290 × 1.5 × 0.005067 µV/K = −2.15 µV/K,

which agrees with the full integrals.

**8. A Joule-heated line**

Let a uniform line of this kind have both ends held at T0 and lose no heat through its sides. In the steady state the total energy current j_Q + μ̄ j_N is constant along the line, and so is j_N = −J/e. Hence

dj_Q/dx = −j_N dμ̄/dx = J F.

With current flowing, F = J/σ + S dT/dx and j_Q = −κ dT/dx + STJ. The last term follows from section 3: at uniform temperature j_Q/J = −K1/(eK0) = ST. Inserting both and cancelling JS dT/dx gives

d/dx (κ dT/dx) = −J²/σ + J T dS/dx.

The last term is the Thomson heat. I drop it first and use κ = L0σT. As coordinate I take U, defined by dU/dx = J/σ, which runs from 0 to the applied voltage V. The Seebeck part of F integrates to zero, because S depends on T alone and the ends are equally warm. Then

κ dT/dx = L0 σ T (dT/dU)(J/σ) = ½ L0 J d(T²)/dU.

Differentiating with respect to x brings another factor J/σ, and J²/σ cancels from the heat equation:

d²(T²)/dU² = −2/L0,  so  T² = T0² + U(V − U)/L0.

The peak lies at U = V/2:

T_m² = T0² + V²/(4L0).

Neither the length nor σ(T) appears. A better conductor produces more heat at a given voltage and removes it better in the same proportion. For V → 0 the rise is V²/(8L0T0), quadratic in the voltage as Joule heating should be.

For T0 = 400 K and V = 0.05 V,

T_m = √(160000 + 0.0025/(4 × 2.443×10⁻⁸)) K = √(160000 + 25583) K = 430.8 K.

A numerical solution of the heat equation gives this peak both for constant σ and for σ ∝ 1/T.

Restoring the Thomson heat with S ∝ T and constant σ changes the local temperature by at most 0.022 K, less than 0.1 % of the 30.8 K rise. The peak changes by less than 0.001 K. The reason is symmetry: with S ∝ T the Thomson term is proportional to T dT/dx, which is odd about the middle of the line. To first order its effect on T is odd too, and vanishes at the middle, where the peak lies.

The derivation assumes local equilibrium, and hence a line long enough for some energy exchange. For a smooth Σ, the value L0 can be relied on when this exchange is weak, that is, when an electron typically changes its energy by much less than k_BT in the time in which its contribution to the current decays. With stronger exchange, as for phonon scattering at temperatures near or below the Debye temperature, L has to be calculated for the scattering at hand; an L below L0 gives a higher peak at the same voltage. It is not enough that the current decays mainly through elastic events: in the inelastic model of section 6 it decays only through them, and L still falls well below L0. Lattice conduction and cooling through the sides, both left out, would lower the peak at the same voltage. The computed values are collected in the numerical output below.

Calculated quantities

```
Second thermal moment, quadrature: 3.289868 (no unit)
Fourth thermal moment, quadrature: 45.45758 (no unit)
L0 in units of (kB/e)^2: 3.289868
L0: 2.4430e-08 V^2/K^2
Non-power-law Sigma, coefficient of (kB T)^2 in L/L0, mu = 1:
  from quadrature: -10.7117 (no unit)
  from derivatives: -10.7117 (no unit)
Step in Sigma at mu, L/L0: 0.4158
Boltzmann matrix: 610 states, 10 directions
  elastic, varying Sigma, L/L0 full solution: 1.044974
  elastic, varying Sigma, L/L0 variance formula: 1.044975
  elastic, constant Sigma, L/L0: 1.000000
  inelastic/elastic out-scattering rate at mu: 3.430
  with inelastic part, sigma/sigma_elastic: 1.000000
  with inelastic part, L/L0: 0.5845
Example chemical potential: 0.25 hartree
Example relaxation time: 400 atomic units of time
Example temperature: 400 K
kB T: 1.266725e-03 hartree
kB T/mu: 0.005067 (no unit)
Sigma(mu): 4.77633 atomic units
sigma: 4.77648 atomic units
sigma: 2.1971e+07 S/m
Seebeck coefficient: -2.1546 microvolt/K
kappa (T as energy): 0.019904 atomic units
kappa: 214.68 W/(m K)
L = kappa/(sigma T): 2.4428e-08 V^2/K^2
L/L0 - 1, quadrature: -8.8665e-05
L/L0 - 1, leading correction: -8.8685e-05
Sigma proportional to E^1.0, L/L0 - 1: -8.4462e-05
Sigma proportional to E^1.5, L/L0 - 1: -8.8665e-05
Sigma proportional to E^3.0, L/L0 - 1: 5.0677e-05
Line voltage: 0.05 V
Peak temperature, formula: 430.794 K
Peak, solver, constant sigma: 430.794 K
Peak, solver, sigma as 1/T: 430.794 K
Largest local change from Thomson heat: 0.0215 K
Change of peak from Thomson heat: -0.00005 K
```
